# Voigt factors in elastic compliance and piezoelectric coefficients

## The problem

A linear-response calculation of strain effects delivers the stiffness $C$ and the piezoelectric stress coefficients $e$. The compliance $S$ and the piezoelectric strain coefficients $d$ follow by inversion and multiplication. All four are tensors, but they are usually listed as matrices, and the translation can introduce factors of 2. The task is to find where they occur.

Stress $\sigma_{ij}$ and strain $\varepsilon_{ij}$ are symmetric, and the response is linear about an unstressed state. $C$ and $S$ are taken at fixed electric field, and $P_i$ is the polarization change caused by strain or stress at zero field. In a crystal with a spontaneous polarization, $e$ and $d$ are meant as the proper coefficients, which leave out the change of $P$ that arises when the existing charges are merely carried along with the deformed cell. The cubic class used below has no spontaneous polarization, so the distinction does not arise there. In tensor form, with repeated indices summed from 1 to 3,

$$\sigma_{ij}=C_{ijkl}\,\varepsilon_{kl},\qquad \varepsilon_{ij}=S_{ijkl}\,\sigma_{kl},\qquad P_i=e_{ijk}\,\varepsilon_{jk}=d_{ijk}\,\sigma_{jk}.$$

The tensors are symmetric within each pair of indices that meets a stress or a strain. Because the stress derives from an energy, $C$ and $S$ are also symmetric under exchange of the two pairs, $C_{ijkl}=C_{klij}$ and $S_{ijkl}=S_{klij}$. The pairs 11, 22, 33, 23, 13, 12 are numbered 1 to 6. Stress is relabelled as it stands, $\sigma_\alpha=\sigma_{ij}$, while strain is listed with engineering shears:

$$\eta_\alpha=m_\alpha\,\varepsilon_{ij},\qquad m_\alpha=1\ (\alpha\le 3),\qquad m_\alpha=2\ (\alpha\ge 4).$$

The matrices are defined by $\sigma_\alpha=\sum_\beta C_{\alpha\beta}\eta_\beta$, $\eta_\alpha=\sum_\beta S_{\alpha\beta}\sigma_\beta$ and $P_i=\sum_\alpha e_{i\alpha}\eta_\alpha=\sum_\alpha d_{i\alpha}\sigma_\alpha$.

1. Express $C_{\alpha\beta}$ and $e_{i\alpha}$ in tensor components.
2. Do the same for $S_{\alpha\beta}$ and $d_{i\alpha}$.
3. A model cubic crystal of class $\bar43m$ has $C_{11}=120$, $C_{12}=50$, $C_{44}=60$ GPa and $e_{14}=e_{25}=e_{36}=0.30$ C/m², with all other $e_{i\alpha}$ zero. Find $S$ and $d$ both as matrices and as tensors.
4. Turn the axes to $x'=[1\,1\,\bar2]/\sqrt6$, $y'=[\bar1\,1\,0]/\sqrt2$, $z'=[1\,1\,1]/\sqrt3$. Find $S'_{44}$ and $d'_{15}$ by two roads: rotate $C$ and $e$ and then do matrix algebra, or rotate the tensors $S$ and $d$ and then translate.

## Hints

- **Part 1.** Write out all nine terms of $\sigma_{23}=C_{23kl}\varepsilon_{kl}$. How often does each shear strain appear?
- **Part 2.** Repeat the count for $\varepsilon_{ij}=S_{ijkl}\sigma_{kl}$, and ask whether $\sigma_\beta$ can absorb what $\eta_\beta$ absorbed.
- **Part 3.** The product of the tensors $C$ and $S$ must return every *symmetric* array unchanged. What does that make its 23,23 component?
- **Part 4.** Write a cubic tensor as pieces built from $\delta_{ij}$, which do not change under rotation, plus one piece that does.

## Solution

### Part 1: stiffness and piezoelectric stress coefficients

The nine terms of the 23 stress are

$$\sigma_{23}=C_{2311}\varepsilon_{11}+C_{2322}\varepsilon_{22}+C_{2333}\varepsilon_{33}+(C_{2323}\varepsilon_{23}+C_{2332}\varepsilon_{32})+\dots$$

The dots stand for the 13 and 12 pairs. Both factors are symmetric in the last pair, so the bracket is $C_{2323}(2\varepsilon_{23})=C_{2323}\,\eta_4$. Each shear pair behaves in this way, for every stress component. The engineering strain takes up the 2, and the same count applies to $P_i=e_{ijk}\varepsilon_{jk}$. Hence

$$C_{\alpha\beta}=C_{ijkl},\qquad e_{i\alpha}=e_{ijk}.$$

This depends on the convention. If the fourth strain entry were $\varepsilon_{23}$ itself, the 2 would remain in the matrices: the stiffness entries would be $m_\beta C_{ijkl}$, and the matrix would in general not be symmetric.

### Part 2: compliance and piezoelectric strain coefficients

In $\varepsilon_{ij}=S_{ijkl}\sigma_{kl}$ each shear stress also appears twice. Stress was relabelled without a factor, so the 2 has to stay with the coefficient:

$$\varepsilon_{ij}=\sum_\beta m_\beta S_{ijkl}\,\sigma_\beta .$$

The left side is not yet $\eta_\alpha$. Multiplying by $m_\alpha$ gives

$$\eta_\alpha=\sum_\beta m_\alpha m_\beta S_{ijkl}\,\sigma_\beta,\qquad\text{so}\qquad S_{\alpha\beta}=m_\alpha m_\beta S_{ijkl}.$$

The factor is 1 for two normal indices, 2 for one normal and one shear index, and 4 for two shear indices. In particular $S_{15}=2S_{1113}$ and $S_{44}=4S_{2323}$. The two 2s in $S_{44}$ have different origins: one counts the equal stresses $\sigma_{23}$ and $\sigma_{32}$, the other converts tensor shear to engineering shear.

The matrices $C_{\alpha\beta}$ and $S_{\alpha\beta}$ connect the same two six-component lists in opposite directions. They are therefore ordinary inverses of each other, provided the crystal is stable, so that $C_{\alpha\beta}$ is invertible.

For $d$, only the stress sum matters, since $P_i$ has no pair to relabel:

$$P_i=d_{ijk}\sigma_{jk}=\sum_\alpha m_\alpha d_{ijk}\,\sigma_\alpha,\qquad\text{so}\qquad d_{i\alpha}=m_\alpha d_{ijk},\qquad d_{15}=2d_{113}.$$

This agrees with the matrix product. Inserting $\varepsilon=S\sigma$ in $P=e\,\varepsilon$ gives $d_{ijk}=e_{ilm}S_{lmjk}$. In matrix form, with $\beta$ standing for the pair $lm$,

$$\sum_\beta e_{i\beta}S_{\beta\alpha}=m_\alpha\sum_\beta m_\beta\, e_{ilm}S_{lmjk}=m_\alpha\, e_{ilm}S_{lmjk}=m_\alpha d_{ijk}.$$

In the middle step $m_\beta$ is used up in turning a sum over six pairs into a sum over nine index combinations. The outer $m_\alpha$ is left over.

The same $d$ describes the converse effect. With a field present, $\sigma_\beta=\sum_\gamma C_{\beta\gamma}\eta_\gamma-\sum_i e_{i\beta}E_i$. The same $e$ appears here because stress and polarization derive from one energy function. Setting the stress to zero and multiplying by $S$ gives $\eta_\alpha=\sum_{i,\beta}S_{\alpha\beta}e_{i\beta}E_i$, and with $S_{\alpha\beta}=S_{\beta\alpha}$ this is $\eta_\alpha=\sum_i d_{i\alpha}E_i$. A field $E_1$ thus produces the engineering shear $\eta_5=d_{15}E_1$ and the tensor shear $\varepsilon_{13}=d_{113}E_1$.

### Part 3: the crystal axes

**Matrix inverse.** In a cubic crystal the shear entries stand alone on the diagonal, so

$$S_{44}=\frac1{C_{44}}=\frac1{60\ \text{GPa}}=16.67\ \text{TPa}^{-1}.$$

For the normal block, the first column of $CS=1$ reads

$$C_{11}S_{11}+2C_{12}S_{12}=1,\qquad C_{12}S_{11}+(C_{11}+C_{12})S_{12}=0.$$

Subtracting the second equation from the first gives $(C_{11}-C_{12})(S_{11}-S_{12})=1$. Adding twice the second to the first gives $(C_{11}+2C_{12})(S_{11}+2S_{12})=1$. With $C_{11}-C_{12}=70$ GPa and $C_{11}+2C_{12}=220$ GPa,

$$S_{12}=\frac13\left(\frac1{220}-\frac1{70}\right)\text{GPa}^{-1}=-3.247\ \text{TPa}^{-1},\qquad S_{11}=S_{12}+\frac1{70\ \text{GPa}}=11.039\ \text{TPa}^{-1}.$$

**Tensor inverse.** Applying $S$ and then $C$ must return any symmetric stress. With the pair symmetries of both tensors, this requires

$$C_{ijkl}S_{klmn}=\tfrac12(\delta_{im}\delta_{jn}+\delta_{in}\delta_{jm}).$$

The right side is the identity for symmetric arrays and gives zero for antisymmetric ones. No choice of $S$ could do better: by its pair symmetry $C_{ijkl}$ itself gives zero for every antisymmetric array, so, written as a $9\times9$ array, it has no ordinary inverse. Take $ij=mn=23$. In the cubic crystal only $kl=23$ and $kl=32$ contribute, and they contribute equally:

$$2\,C_{2323}S_{2323}=\tfrac12,\qquad S_{2323}=\frac1{4C_{44}}=4.167\ \text{TPa}^{-1}.$$

This is one quarter of $S_{44}$, as Part 2 requires.

**Piezoelectricity.** Since $1\ \text{C/m}^2\times1\ \text{TPa}^{-1}=1$ pC/N, the matrix product gives

$$d_{14}=e_{14}S_{44}=0.30\times16.67=5.00\ \text{pC/N}.$$

The tensor contraction has two equal terms:

$$d_{123}=e_{123}S_{2323}+e_{132}S_{3223}=2\times0.30\times4.167=2.50\ \text{pC/N}.$$

The ratio is 2.

### Part 4: the rotated axes

Let $a_{ip}$ be component $p$ of the new axis $i$ along the cube axes. The cubic compliance tensor in the new axes is

$$S'_{ijkl}=S_{12}\,\delta_{ij}\delta_{kl}+\frac{S_{44}}4(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+H\sum_p a_{ip}a_{jp}a_{kp}a_{lp}.$$

To fix $H$, return to the cube axes, where $a_{ip}=\delta_{ip}$. The components 1122 and 2323 are then $S_{12}$ and $S_{44}/4$, as they should be. The component 1111 is $S_{12}+S_{44}/2+H$, and it must equal $S_{11}$. Hence

$$H=S_{11}-S_{12}-\tfrac12S_{44}=11.039+3.247-8.333=5.952\ \text{TPa}^{-1}.$$

**$S'_{44}$ by rotating the tensor $S$.** Every $a_{3p}^2$ is $1/3$, and $\sum_pa_{2p}^2=1$. Therefore

$$S'_{2323}=\frac{S_{44}}4+\frac H3=6.151\ \text{TPa}^{-1},\qquad S'_{44}=4S'_{2323}=S_{44}+\frac{4H}3=24.60\ \text{TPa}^{-1}.$$

For an isotropic solid $H=0$, and $S_{44}$ does not depend on the axes.

**$S'_{44}$ by rotating $C$.** The stiffness has the same form, with $C_{44}$ in place of $S_{44}/4$ and with $H_C=C_{11}-C_{12}-2C_{44}=-50$ GPa in place of $H$. The entries needed are

$$C'_{44}=C_{44}+\frac{H_C}3=43.33\ \text{GPa},\qquad C'_{66}=C_{44}+H_C\sum_pa_{1p}^2a_{2p}^2=60-\frac{50}6=51.67\ \text{GPa},$$

$$C'_{46}=H_C\sum_pa_{1p}a_{2p}^2a_{3p}=-\frac{50}{\sqrt{18}}=-11.79\ \text{GPa}.$$

Reversing $y'$ exchanges two cube axes, which is a symmetry of the crystal. Components with an odd number of indices 2 therefore vanish, and entries 4 and 6 couple only to each other. Inverting this $2\times2$ block gives

$$S'_{44}=\frac{C'_{66}}{C'_{44}C'_{66}-C'^2_{46}}=\frac{51.67}{43.33\times51.67-11.79^2}\ \text{GPa}^{-1}=24.60\ \text{TPa}^{-1}.$$

The roads agree. The simple reciprocal $1/C'_{44}=23.08$ TPa⁻¹ is smaller, because it describes a shear $\eta_4$ with $\eta_6$ held at zero. When $\sigma_4$ is the only stress, $\eta_6$ is free to adjust, and the crystal yields more.

**$d'_{15}$ by rotating the tensor $d$.** In the cube axes $d_{ijk}=d_{14}/2$ when the three indices all differ, and zero otherwise. Hence

$$d'_{113}=\frac{d_{14}}2\sum_{i,j,k\ \text{different}}a_{1i}a_{1j}a_{3k}=\frac{d_{14}}{2\sqrt3}\Big[\Big(\sum_ia_{1i}\Big)^2-\sum_ia_{1i}^2\Big].$$

Here $a_{3k}=1/\sqrt3$ was taken out, and $k$ is fixed once $i\ne j$ are chosen. The components of $x'$ add to zero and their squares add to 1, so the bracket is $-1$:

$$d'_{113}=-\frac{d_{14}}{2\sqrt3}=-1.443\ \text{pC/N},\qquad d'_{15}=2d'_{113}=-2.887\ \text{pC/N}.$$

**$d'_{15}$ by rotating $e$.** The tensor $e_{ijk}$ has the same pattern, with $e_{14}$ in place of $d_{14}/2$. The sum just found gives $e'_{15}=-e_{14}/\sqrt3=-0.1732$ C/m². Also

$$e'_{11}=6e_{14}\,a_{11}a_{12}a_{13}=-\frac{2e_{14}}{\sqrt6}=-0.2449\ \text{C/m}^2,$$

$$e'_{12}=2e_{14}(a_{11}a_{22}a_{23}+a_{12}a_{21}a_{23}+a_{13}a_{21}a_{22})=+\frac{2e_{14}}{\sqrt6}=0.2449\ \text{C/m}^2,$$

where only the last product survives because $a_{23}=0$. The entry $e'_{13}=\tfrac23e_{14}\sum_ia_{1i}$ is zero, and $e'_{14}$ and $e'_{16}$ vanish by the $y'$ symmetry.

Numerical inversion of the full rotated matrix $C'$ gives $S'_{15}=-2.806$, $S'_{25}=2.806$ and $S'_{55}=24.60$ TPa⁻¹. The product is then

$$d'_{15}=e'_{11}S'_{15}+e'_{12}S'_{25}+e'_{15}S'_{55}=0.687+0.687-4.261=-2.887\ \text{pC/N}.$$

This sum uses two kinds of factor. $S'_{55}$ contains a 4, while $S'_{15}$ contains a 2: the tensor formula gives $S'_{1113}=H\sum_pa_{1p}^3a_{3p}=-H/\sqrt{18}=-1.403$ TPa⁻¹, half the matrix entry.

Since 1 pC/N equals 1 pm/V, a field of 1 MV/m along $x'$ at zero stress gives $\eta_5=-2.89\times10^{-6}$ and $\varepsilon_{13}=-1.44\times10^{-6}$. The engineering shear is the decrease of the right angle between $x'$ and $z'$, so here that angle opens by about 2.9 microradians.

## Variation 1: differentiating with respect to a tensor strain

*A program varies $s=\varepsilon_{23}=\varepsilon_{32}$ and reports $\partial^2u/\partial s^2$ and $\partial P_1/\partial s$, where $u$ is the elastic energy density. What has it computed for the crystal above?*

The energy density is $u=\tfrac12\varepsilon_{ij}C_{ijkl}\varepsilon_{kl}=\tfrac12\sum_{\alpha\beta}\eta_\alpha C_{\alpha\beta}\eta_\beta$. With $\eta_4=2s$ and no other strain, $u=\tfrac12C_{44}(2s)^2=2C_{44}s^2$ and $P_1=e_{14}(2s)$. Thus

$$\frac{\partial^2u}{\partial s^2}=4C_{44}=240\ \text{GPa},\qquad\frac{\partial P_1}{\partial s}=2e_{14}=0.60\ \text{C/m}^2.$$

The statement that $C$ and $e$ carry no factor therefore refers to derivatives with respect to $\eta_\alpha$.

For a general crystal the program's second derivatives form the matrix $K_{\alpha\beta}=m_\alpha m_\beta C_{\alpha\beta}$. Its inverse is $S_{\alpha\beta}/(m_\alpha m_\beta)=S_{ijkl}$, which contains the tensor components of the compliance. Here $1/(240\ \text{GPa})=4.167$ TPa⁻¹ is indeed $S_{2323}$.

## Variation 2: forgetting the factors before a rotation

*Someone copies $S_{\alpha\beta}$ and $d_{i\alpha}$ into tensors without dividing by the factors, rotates to the axes of Part 4, and reads the matrices back without factors. Which results are wrong?*

The copied compliance has $S_{44}$ where $S_{44}/4$ belongs. Matching the 1111 component again changes $H$ to $H_w=S_{11}-S_{12}-2S_{44}$, which is negative here. The results are

$$S'_{44}\to S_{44}+\frac{H_w}3=10.32\ \text{TPa}^{-1},\qquad S'_{33}\to S_{12}+2S_{44}+\frac{H_w}3=23.74\ \text{TPa}^{-1}.$$

The correct values are 24.60 and $S_{12}+S_{44}/2+H/3=7.07$ TPa⁻¹. Young's modulus along $[111]$, which is $1/S'_{33}$, comes out as 42 GPa instead of 141 GPa. Without a rotation, copying and reading back returns the original matrix, and the fault stays hidden. Even an isotropic solid would be spoiled: there $S_{44}=2(S_{11}-S_{12})$, so $H_w=-3(S_{11}-S_{12})\neq0$, and the solid would appear anisotropic.

For $d$ the outcome is mixed. In this crystal class all nonzero components in the cube axes are shear components, so the copied tensor is twice the true one, in any axes. Reading a shear entry without its factor 2 cancels the error, and $d'_{15}=-2.887$ pC/N is correct. A normal entry has no such compensation. The true value is $d'_{33}=6(d_{14}/2)(1/\sqrt3)^3=d_{14}/\sqrt3=2.887$ pC/N, but the faulty procedure gives 5.774 pC/N. Agreement in $d'_{15}$ alone therefore does not show that the factors were handled correctly.
